# The Density-Gradient Quantum Potential and Its Factor One Third

## Definitions and conventions

An electron of isotropic effective mass $m$ moves in $d$ dimensions with the Hamiltonian $H=p^2/2m+V(\mathbf x)$. The potential energy $V$ is the band edge plus the electrostatic energy. In a Schrödinger–Poisson calculation it is the converged mean-field potential, held fixed in what follows. There is no magnetic field, so $H$ is real in the position representation. Subscripts on $V$ denote derivatives, $V_{ij}=\partial_i\partial_jV$, and repeated indices are summed.

The electrons are in equilibrium at temperature $T$, with $\beta=1/kT$ and chemical potential $\mu$. They are dilute enough for Boltzmann statistics, so a level of energy $E$ has occupation $e^{\beta(\mu-E)}\ll1$. With $g$ the spin and valley degeneracy, define

$$\rho(\mathbf x,\mathbf s)=\langle \mathbf x+\tfrac{\mathbf s}{2}|e^{-\beta H}|\mathbf x-\tfrac{\mathbf s}{2}\rangle ,\qquad W(\mathbf x,\mathbf p)=\int d\mathbf s\,e^{-i\mathbf p\cdot\mathbf s/\hbar}\rho(\mathbf x,\mathbf s).$$

The Wigner function is $f=g\,e^{\beta\mu}W/(2\pi\hbar)^d$. The density and the momentum flux, or stress, are

$$n=\int d\mathbf p\,f=g\,e^{\beta\mu}\rho(\mathbf x,0),\qquad P_{ij}=\int d\mathbf p\,\frac{p_ip_j}{m}f .$$

Further, let

$$N_c=g\left(\frac{mkT}{2\pi\hbar^2}\right)^{d/2},\qquad L=\ln\frac{n}{N_c},\qquad Q=-\frac{\hbar^2}{2m}\frac{\nabla^2\sqrt n}{\sqrt n}.$$

$Q$ is the Bohm potential of the total density. Since $\sqrt n\propto e^{L/2}$, differentiating twice gives

$$\frac{\nabla^2\sqrt n}{\sqrt n}=\tfrac12\nabla^2L+\tfrac14|\nabla L|^2. \tag{1}$$

The result to be derived is

$$\boxed{\;\mu=V+kT\ln\frac{n}{N_c}+\frac{Q}{3}+O(\hbar^4)\;} \tag{2}$$

The limit $\hbar\to0$ is taken at fixed $V$, $m$ and $T$. For a single real eigenstate $\psi$ with $n=\psi^2$, the Schrödinger equation divided by $\psi$ gives instead, away from nodes,

$$E=V+Q . \tag{3}$$

The quantum term has the same form in both laws, but its weight differs by a factor of three.

**The common starting equation.** The operator $e^{-\beta H}$ obeys $\partial_\beta e^{-\beta H}=-\tfrac12(He^{-\beta H}+e^{-\beta H}H)$, because $H$ commutes with it. Let $\mathbf r=\mathbf x+\mathbf s/2$ and $\mathbf r'=\mathbf x-\mathbf s/2$. Then $\nabla_r=\tfrac12\nabla_x+\nabla_s$ and $\nabla_{r'}=\tfrac12\nabla_x-\nabla_s$. The cross terms cancel in $\tfrac12(\nabla_r^2+\nabla_{r'}^2)=\tfrac14\nabla_x^2+\nabla_s^2$, so

$$\partial_\beta\rho=\frac{\hbar^2}{2m}\left(\tfrac14\nabla_x^2+\nabla_s^2\right)\rho-\bar V\rho,\qquad \bar V=\tfrac12\left[V(\mathbf r)+V(\mathbf r')\right]. \tag{4}$$

For smooth $V$, $\bar V=V+\tfrac18s_is_jV_{ij}+O(s^4)$. At $\beta=0$, $\rho=\delta(\mathbf s)$ and hence $W=1$.

## First derivation: expanding the Wigner function

Under the transform from $\mathbf s$ to $\mathbf p$, $\nabla_s^2$ becomes $-p^2/\hbar^2$ and $s_is_j$ becomes $-\hbar^2\partial_{p_i}\partial_{p_j}$. Equation (4) turns into

$$\partial_\beta W=-HW+\frac{\hbar^2}{8}\left[\frac{\nabla^2W}{m}+V_{ij}\,\partial_{p_i}\partial_{p_j}W\right]+O(\hbar^4), \tag{5}$$

where $H$ now denotes the classical function $p^2/2m+V$. At $\hbar=0$ the solution is $e^{-\beta H}$. Write $W=e^{-\beta H}(1+\hbar^2w)$. The terms $-Hw$ cancel between the two sides, and the bracket may be evaluated with $e^{-\beta H}$:

$$\nabla^2e^{-\beta H}=(\beta^2|\nabla V|^2-\beta\nabla^2V)e^{-\beta H},$$

$$\partial_{p_i}\partial_{p_j}e^{-\beta H}=\left(\frac{\beta^2p_ip_j}{m^2}-\frac{\beta\delta_{ij}}{m}\right)e^{-\beta H}.$$

Each contributes one term $-\beta\nabla^2V/m$, so

$$\partial_\beta w=\frac18\left[\frac{\beta^2|\nabla V|^2}{m}-\frac{2\beta\nabla^2V}{m}+\frac{\beta^2p_ip_jV_{ij}}{m^2}\right].$$

Integration from $\beta=0$, where $w=0$, yields

$$w=-\frac{\beta^2\nabla^2V}{8m}+\frac{\beta^3|\nabla V|^2}{24m}+\frac{\beta^3p_ip_jV_{ij}}{24m^2}. \tag{6}$$

The density follows by integrating over momentum. The Gaussian weight has $\langle p_ip_j\rangle=mkT\delta_{ij}$, so the last term of (6) averages to $+\beta^2\nabla^2V/24m$. With $-\tfrac18+\tfrac1{24}=-\tfrac1{12}$,

$$n=N_ce^{\beta(\mu-V)}\left[1-\frac{\hbar^2\beta^2}{12m}\nabla^2V+\frac{\hbar^2\beta^3}{24m}|\nabla V|^2+O(\hbar^4)\right]. \tag{7}$$

At a potential minimum with $\nabla^2V>0$ the correction is negative: quantum mechanics spreads electrons out of the well.

To obtain a law for $n$, take the logarithm, use $\ln(1+\epsilon)=\epsilon+O(\epsilon^2)$, and multiply by $kT$:

$$V+kT\,L=\mu-\frac{\hbar^2\beta}{12m}\nabla^2V+\frac{\hbar^2\beta^2}{24m}|\nabla V|^2+O(\hbar^4).$$

In the two correction terms the classical relation $\nabla V=-kT\nabla L+O(\hbar^2)$ suffices, because its error enters at order $\hbar^4$. It gives $\nabla^2V=-kT\nabla^2L$ and $|\nabla V|^2=(kT)^2|\nabla L|^2$, hence

$$V+kT\,L=\mu+\frac{\hbar^2}{12m}\left[\nabla^2L+\tfrac12|\nabla L|^2\right]+O(\hbar^4).$$

By (1) the bracket is $2\nabla^2\sqrt n/\sqrt n$. The correction is therefore $(\hbar^2/6m)\nabla^2\sqrt n/\sqrt n=-Q/3$, and moving it to the left gives (2).

Replacing derivatives of $V$ by derivatives of $n$ has a consequence. When (2) is solved as a differential equation for $n$, its solution contains terms of every order in $\hbar^2$, but only the first correction has been justified.

## Second derivation: stress and force balance

This route never computes the quantum correction to the density. It needs the curvature of $\ln\rho$ in the separation $\mathbf s$ and the balance of forces.

**Force balance.** Since $H$ commutes with $e^{-\beta H}$, the difference of $H$ acting on the two arguments of $\rho$ vanishes. With $\nabla_r^2-\nabla_{r'}^2=2\nabla_x\cdot\nabla_s$,

$$-\frac{\hbar^2}{m}\nabla_x\cdot\nabla_s\rho+[V(\mathbf r)-V(\mathbf r')]\rho=0 .$$

Differentiate with respect to $s_i$ and set $\mathbf s=0$. The potential difference is $\mathbf s\cdot\nabla V$ to first order, so its term becomes $\rho\,\partial_iV$. The inverse transform of $W$ shows that $P_{ij}=-(\hbar^2/m)\,g e^{\beta\mu}\,\partial_{s_i}\partial_{s_j}\rho|_{s=0}$. Therefore

$$n\,\partial_iV+\partial_jP_{ij}=0, \tag{8}$$

with no expansion in $\hbar$. Because $\rho$ is real and symmetric in its two arguments, it is even in $\mathbf s$. Its first derivatives vanish at $\mathbf s=0$, and

$$\frac{P_{ij}}{n}=-\frac{\hbar^2}{m}\,\partial_{s_i}\partial_{s_j}\ln\rho\,\Big|_{s=0}. \tag{9}$$

**The thermal density matrix.** Thermal separations are of order $\hbar/\sqrt{mkT}$, so set $\mathbf s=\hbar\boldsymbol\eta$. For $V=0$, (4) is a diffusion equation with solution $G=(m/2\pi\beta\hbar^2)^{d/2}e^{-m\eta^2/2\beta}$. Write $\rho=Ge^{-U}$. With $\nabla_\eta\ln G=-m\boldsymbol\eta/\beta$, equation (4) becomes

$$\partial_\beta U+\frac{\boldsymbol\eta}{\beta}\cdot\nabla_\eta U=\bar V+\frac{\nabla_\eta^2U-|\nabla_\eta U|^2}{2m}+\frac{\hbar^2}{8m}\left(\nabla_x^2U-|\nabla_xU|^2\right).$$

At lowest order $U=\beta V(\mathbf x)$, independent of $\boldsymbol\eta$. At order $\hbar^2$ the source $\tfrac18\eta_i\eta_jV_{ij}$ from $\bar V$ requires a term $\hbar^2A(\beta)\eta_i\eta_jV_{ij}$ in $U$. The term $|\nabla_\eta U|^2$ is of order $\hbar^4$, and the remaining terms on the right add only pieces independent of $\boldsymbol\eta$. The operator $\boldsymbol\eta\cdot\nabla_\eta$ multiplies a quadratic form by 2. Since $U$ vanishes as $\beta\to0$, $A$ can contain no term proportional to $\beta^{-2}$, so

$$A'+\frac{2A}{\beta}=\frac18\quad\Longrightarrow\quad(\beta^2A)'=\frac{\beta^2}{8}\quad\Longrightarrow\quad A=\frac{\beta}{24}=\frac13\cdot\frac{\beta}{8}. \tag{10}$$

Returning to $\mathbf s$,

$$\ln\frac{\rho(\mathbf x,\mathbf s)}{\rho(\mathbf x,0)}=-\frac{ms^2}{2\beta\hbar^2}-\frac{\beta}{24}s_is_jV_{ij}+O(\hbar^4). \tag{11}$$

**Where the third comes from.** Equation (10) contains the factor in its simplest form. The source is the potential at the two ends of the segment joining $\mathbf r'$ to $\mathbf r$, which has coefficient $1/8$. The drift term says that a separation $\boldsymbol\eta$ at inverse temperature $\beta$ was $\lambda\boldsymbol\eta$ at inverse temperature $\lambda\beta$. The end-point contribution is thus averaged over segments shrinking to zero, and $\int_0^1\lambda^2d\lambda=\tfrac13$.

The ends of the shrinking segments cover the original segment uniformly. Equivalently, to this order the thermal state responds to the mean over the whole segment. For a smooth function $F$,

$$\int_{-1/2}^{1/2}F(\mathbf x+u\mathbf s)\,du-F(\mathbf x)=\tfrac1{24}s_is_jF_{ij}+O(s^4),$$

since $\int u^2du=1/12$. Replacing $V_{ij}$ by $-kT\,\partial_i\partial_jL$ in (11) turns the second term into $+\tfrac1{24}s_is_j\partial_i\partial_jL$, the mean change of $\ln n$ along the segment.

A pure real state has $\rho=\psi(\mathbf r)\psi(\mathbf r')$ instead. Away from nodes, $\ln|\rho|$ is the mean of $\ln n$ at the two ends, where $u=\pm\tfrac12$ and $u^2=1/4$:

$$\tfrac12[\ln n(\mathbf r)+\ln n(\mathbf r')]-\ln n(\mathbf x)=\tfrac18s_is_j\partial_i\partial_jL+O(s^4).$$

Inserting the two forms in (9) gives

$$P_{ij}^{\rm pure}=-\frac{\hbar^2}{4m}n\,\partial_i\partial_jL,\qquad P_{ij}^{\rm thermal}=nkT\delta_{ij}-\frac{\hbar^2}{12m}n\,\partial_i\partial_jL+O(\hbar^4). \tag{12}$$

The ratio of the gradient stresses is $(1/12)/(1/4)=1/3$: the variance of a position spread uniformly over a segment, divided by that of a position at one end or the other.

**Back to the potential.** Divide the divergence of the gradient stress by $n$:

$$\frac1n\partial_j(n\,\partial_i\partial_jL)=\partial_i\nabla^2L+(\partial_jL)\,\partial_i\partial_jL=\partial_i\left(\nabla^2L+\tfrac12|\nabla L|^2\right)=2\,\partial_i\frac{\nabla^2\sqrt n}{\sqrt n}.$$

Force balance (8) with the thermal stress then reads

$$\partial_i\left[V+kT\,L-\frac{\hbar^2}{6m}\frac{\nabla^2\sqrt n}{\sqrt n}\right]=O(\hbar^4),$$

so $V+kT\,L+Q/3$ is uniform. Its value is fixed by connecting the system smoothly to a region of constant $V$. There $Q=0$ and $n=N_ce^{\beta(\mu-V)}$, so the constant is $\mu$. The same steps with the pure-state stress give $V+Q={}$constant, in agreement with (3).

## The same factor seen in the eigenstates

A thermal state is a mixture of pure states, each carrying the full Bohm stress of its own density, and these stresses add up to $P$. The Bohm stress of the total density is a different quantity, and only one third of it appears in the thermal stress (12). The difference comes from the spread among the states. In one dimension let $n=\sum_kn_k$, with $n_k$ the occupied density of real state $k$, and let $\ell_k=(\ln n_k)'$. By (12), $P=-(\hbar^2/4m)\sum_kn_k\ell_k'$. From $n_k'=n_k\ell_k$ follows $n_k''=n_k(\ell_k'+\ell_k^2)$, and likewise $n''=n(L''+L'^2)$. Summing the first over $k$ and equating,

$$\sum_kn_k\ell_k'=nL''-n\left[\frac1n\sum_kn_k\ell_k^2-L'^2\right]=nL''-n\,\mathrm{Var}(\ell).$$

The bracket is a variance because $L'=\sum_kn_k\ell_k/n$. Hence

$$\frac Pn=-\frac{\hbar^2}{4m}L''+\frac{\hbar^2}{4m}\mathrm{Var}(\ell). \tag{13}$$

Products such as $n_k\ell_k^2=n_k'^2/n_k$ stay finite at simple nodes, so the identity holds there by continuity. Comparison with (12) gives

$$\frac{\hbar^2}{4m}\mathrm{Var}(\ell)=kT+\frac{\hbar^2}{6m}L''+O(\hbar^4).$$

The spread of logarithmic slopes among the eigenstates supplies the thermal pressure $nkT$. It also supplies a gradient term that cancels two thirds of the Bohm stress of the total density.

## From one third to one: the harmonic oscillator

The oscillator $V=\tfrac12m\omega^2x^2$ shows how the factor changes when the expansion is no longer valid. For quadratic $V$, equation (5) has no higher terms. Try $W=Ne^{-cH}$ with $N$ and $c$ depending on $\beta$. The bracket in (5) is then $(2c^2\omega^2H-2c\omega^2)W$, and matching the terms proportional to $H$ gives

$$c'=1-\tfrac14\hbar^2\omega^2c^2,\qquad c=\frac{2}{\hbar\omega}\tanh a,\qquad a=\frac{\hbar\omega}{2kT}.$$

The terms without $H$ fix $N$. The density is Gaussian with variance $\sigma^2=1/(cm\omega^2)=(\hbar/2m\omega)\coth a$.

Now ask which factor $\gamma$ makes $V+kT\ln n+\gamma Q$ independent of $x$. For the Gaussian, $(\sqrt n)''/\sqrt n=x^2/4\sigma^4-1/2\sigma^2$. The coefficient of $x^2$ must vanish:

$$\frac{m\omega^2}{2}-\frac{kT}{2\sigma^2}-\frac{\gamma\hbar^2}{8m\sigma^4}=0\quad\Longrightarrow\quad\gamma=\frac{4m\sigma^2}{\hbar^2}(m\omega^2\sigma^2-kT).$$

Inserting $\sigma^2$ and $kT=\hbar\omega/2a$,

$$\gamma=\coth a\left(\coth a-\frac1a\right). \tag{14}$$

For small $a$, $\coth a=1/a+a/3-a^3/45+\dots$ gives $\gamma=\tfrac13+\tfrac{4}{45}a^2+\dots$. For large $a$, $\gamma\to1$, the ground-state value. Fits to densities from diagonalization agree with (14): $\gamma=0.334$, $0.411$ and $0.751$ at $a=0.1$, $1$ and $4$. In this model the factor measures how thermally mixed the state is. The spatially constant sum need not equal $\mu$ at general $a$, since (14) fixes only the shape of the density.

## Worked example

Take $m=0.25$ electron masses, $T=300$ K and, in one dimension per spin,

$$V=V_0[\cos Kx+0.3\sin2Kx],\qquad V_0=0.001\ \text{hartree},$$

with period $2\pi/K=800$ bohr (42.3 nm). Then $kT=9.500\times10^{-4}$ hartree (25.85 meV), and the thermal length $\hbar/\sqrt{mkT}$ is 64.9 bohr. The largest values of $\hbar^2\beta^2|V''|/m$ and $\hbar^2\beta^3V'^2/m$ are 0.53 and 0.74. These are not very small, but (7) divides them by 12 and 24, so the individual corrections stay below about 0.045 and 0.031.

The numbers use $\mu=0$ for convenience. In the Boltzmann formulas $\mu$ enters the density through the factor $e^{\beta\mu}$, so a truly dilute system has the same relative profile with $\mu$ well below the band minimum.

Values quoted at the minimum refer to the grid point $x=346.3$ bohr nearest the potential minimum, which lies at $347.0$ bohr; at the exact minimum $Q$ is smaller by about $0.4\times10^{-6}$ hartree and $n/N_c$ is larger by about $0.0005$. At this point the density from full diagonalization gives, in $10^{-6}$ hartree, $V=-1136.46$, $kT\ln(n/N_c)=1099.10$ and $Q=107.37$. With one third of $Q$,

$$-1136.46+1099.10+35.79=-1.57,$$

which differs from $\mu=0$ by 0.17 % of $kT$. Without $Q$ the sum is $-37.36$, and with all of $Q$ it is $+70.01$.

Solving (2) for the density, with the coefficient of $Q$ set to three values, gives:

| coefficient | $n/N_c$ at minimum | largest relative error |
|---|---:|---:|
| 0 | 3.308 | 4.9 % |
| 1/3 | 3.185 | 0.17 % |
| 1 | 2.993 | 9.0 % |

The diagonalized value at the minimum is 3.180, and the errors are relative to the diagonalized density over the whole period. Here the full Bohm potential is worse than no quantum correction, because it overcorrects. With the diagonalized density, the sum at the minimum misses $\mu$ by 70.01 instead of 37.36. In the table, the solved density at the minimum falls below the diagonalized value by more than the uncorrected density lies above it. This accuracy and this ranking belong to a slowly varying potential, with a largest field of about 65 kV/cm. If the period is shortened to 200 bohr (10.6 nm, about 260 kV/cm) at the same $V_0$, the largest errors for the coefficients 0, 1/3 and 1 become about 49 %, 9 % and 28 %, and the fitted factor rises to 0.44. Confinement on that scale or stronger lies outside the range where (2) is accurate.

The order of the error is found by reducing $\hbar$ at fixed $V$, $m$ and $T$. The largest residual of (2), in units of $kT$, is $1.97\times10^{-3}$, $1.36\times10^{-4}$ and $8.7\times10^{-6}$ at $\hbar=1$, $0.5$ and $0.25$. The last halving gives an order of 3.96, consistent with $\hbar^4$. The Wigner function (6), the density (7), the stress (12) and the segment-mean rule pass the same test. A least-squares fit of the factor multiplying $Q$ gives 0.3412, 0.3354 and 0.3339, approaching $1/3$. The cancelled fraction of the Bohm stress is 0.659, 0.665 and 0.666, approaching $2/3$.

In two dimensions the potential $V_0[\cos Kx\cos Ky+\tfrac12\sin K(x+y)]$ does not separate in $x$ and $y$, though it does in $x+y$ and $x-y$. The fitted factor extrapolates to 0.333. So does the ratio of the off-diagonal stress $P_{xy}$ to its pure-state form, which checks (12) in axes rotated away from those in which the problem separates. For the ground state of the one-dimensional well, (3) holds to $5\times10^{-11}$ hartree. The remaining values are in the numerical output.

## What each derivation assumes

Both derivations rest on the Bloch equation (4), and so on Boltzmann weights, a single constant isotropic mass and a smooth potential. Anisotropic valleys need care. For the six equivalent valleys of silicon with $V$ varying along [100], the total density obeys (2) to this order with the conductivity mass $3/(1/m_l+2/m_t)\approx0.26$ electron masses in $Q$, not the density-of-states mass $\approx0.32$ that enters $N_c$. Fermi–Dirac occupations are not of the form $e^{-\beta H}$, and the factor $1/3$ does not carry over to them in general. For a uniform three-dimensional gas perturbed by a weak, slowly varying potential, for example, it falls from $1/3$ in the dilute limit towards $1/9$ in the degenerate limit. At an abrupt band offset the derivatives of $V$ diverge and the expansion fails locally. Using (2) up to such an interface, or fitting its coefficient there, is a model beyond this derivation.

The Wigner route needs all of (6), including the quantum correction to the density, and then inverts (7). In return it fixes the constant as $\mu$ locally, without reference to another region. The factor appears there as the outcome of combining coefficients.

The stress route needs one coefficient, $A$, together with the classical relation between $V$ and $n$. Its force balance (8) holds for any real stationary state, so the thermal approximation enters through the stress alone, and the pure and thermal laws can be compared at that point. In return it yields a gradient, and the constant must be supplied by a flat region or by the first derivation.

## Computed results

```
mass = 0.25 electron masses, temperature = 300 K
kT = 9.500435e-04 hartree = 25.852 meV
period = 800 bohr = 42.33 nm, V0 = 0.0010 hartree
thermal length hbar/sqrt(m kT) = 64.887 bohr
largest hbar^2 beta^2 |V''|/m = 0.5338
largest hbar^2 beta^3 V'^2/m = 0.7365
largest residuals (dimensionless) at hbar = 1, 0.5, 0.25; order in hbar:
  Wigner function: 5.847e-03 3.961e-04 2.529e-05; 3.969
  density: 2.988e-03 1.996e-04 1.270e-05; 3.975
  density-gradient law: 1.970e-03 1.362e-04 8.747e-06; 3.961
  stress: 2.249e-03 1.588e-04 1.026e-05; 3.953
  segment-mean rule: 1.056e-03 7.595e-05 4.930e-06; 3.945
fits at hbar = 1, 0.5, 0.25 (dimensionless):
  factor multiplying Q: 0.34118 0.33537 0.33385
  fraction of Bohm stress cancelled by spread: 0.65924 0.66471 0.66617
  thermal / two-end curvature at well minimum: 0.35188 0.33822 0.33457
separations s used for the segment rule: 63.68 31.84 15.92 bohr
well minimum at x = 346.27 bohr; terms there in 1e-6 hartree:
  V = -1136.464
  kT ln(n/Nc) = 1099.104
  Q = 107.370
  Q/3 = 35.790
  V + kT ln(n/Nc) + Q/3 = -1.569
n/Nc at well minimum, mu = 0, quantum: 3.18006
  factor 0: n/Nc = 3.30760, largest density error anywhere = 4.868 %
  factor 1/3: n/Nc = 3.18461, largest density error anywhere = 0.169 %
  factor 1: n/Nc = 2.99253, largest density error anywhere = 8.963 %
ground-state energy = -827.357 1e-6 hartree
ground state, largest |V + Q - E| = 5.3e-11 hartree
force balance, relative error = 4.0e-11
stress splitting, error/kT = 4.1e-12
two dimensions, hbar = 1, 0.75, extrapolated to 0 (dimensionless):
  factor multiplying Q: 0.33930 0.33671 0.33338
  shear stress / pure-state form: 0.33896 0.33653 0.33340
oscillator: a = hbar omega/(2kT), factor from density, from formula:
  0.10 0.334221 0.334221
  0.25 0.338840 0.338840
  1.00 0.411026 0.411026
  4.00 0.751175 0.751175
```
